# The Korhonen Equation for Stress in a Confined Line with Electron Wind, part 1

(Sections cited here and not found follow in the second part.)

## From atom counting to the atomic flux

**Q:** A current in a metal line pushes atoms along it, and I am told that a stress then spreads by diffusion. Atoms diffuse, certainly. Why should stress do so?

**A:** Because in a confined line the stress records how many atoms have arrived or left. Take a long, thin metal line along \(x\), bonded on all sides to a stiff dielectric. If atoms enter a segment, the surroundings resist the extra volume and the segment goes into compression. If atoms leave, it goes into tension. Once stress is tied to atom content, an equation for one becomes an equation for the other.

Start with the content. Let \(N(x,t)\) be the number of atoms per unit reference volume, where the reference volume is that of the line before any transport. Let \(J\) be the number of atoms crossing unit reference area per unit time, positive along \(+x\). A slice between \(x\) and \(x+dx\) gains \(J(x)\) and loses \(J(x+dx)\), so

\[
\frac{\partial N}{\partial t}=-\frac{\partial J}{\partial x}.
\]

Let \(\Omega\) be the volume per atom in the unstressed metal, and let \(\theta\) be the volume that the added atoms would occupy if free of stress, per unit reference volume. Then

\[
N=\frac{1+\theta}{\Omega},\qquad
\frac{\partial\theta}{\partial t}=-\Omega\frac{\partial J}{\partial x}.
\tag{1}
\]

A negative \(\theta\) means that atoms have been removed.

**Q:** You speak of adding atoms to a solid whose lattice sites are already full. Where do they go?

**A:** To grain boundaries, to the interfaces of the line, or to dislocations, where new lattice sites can be built. Removal dismantles sites at the same places. I assume that there are enough of them to keep the vacancies in local equilibrium.

**Q:** Then some of the missing atoms may simply be vacancies inside the grains, and equation (1) has miscounted.

**A:** That share can be compared with the rest. Let \(\sigma\) be the hydrostatic stress, positive in tension, \(k\) Boltzmann's constant and \(T\) the temperature. Making a vacancy transfers one atom to a boundary, which then pushes outward against the stress. Tension lowers the cost by about \(\Omega\sigma\), if relaxation around the vacancy is neglected. The fraction of vacant sites is therefore \(c=c_0e^{\Omega\sigma/kT}\). A stress change \(d\sigma\) removes

\[
\frac{dc}{\Omega}=\frac{c}{\Omega}\,\frac{\Omega\,d\sigma}{kT}
\]

atoms per unit volume in this way. If site removal obeys \(d\sigma=-B\,d\theta\), with \(B\) a modulus still to be found, it accounts for \(d\sigma/(\Omega B)\) atoms. The ratio of the first number to the second is \(cB\Omega/kT\). I neglect vacancy storage on the condition that this ratio is small, and its value for a definite line will follow.

**Q:** You have just assumed a modulus. Is it not the bulk modulus \(K\) of the metal?

**A:** It is if the surroundings are rigid. The total volume then cannot change, the metal must be compressed elastically by the fraction \(\theta\), and \(\sigma=-K\theta\). A real dielectric yields, so the stress is smaller.

To find by how much, let the line have a circular section of radius \(R\), and let the dielectric be isotropic, unbounded, and of shear modulus \(G_m\). The bond to the surroundings prevents extension along \(x\), so I take the total axial strain as zero. I also take \(\theta\) to vary slowly over a distance \(R\), so that each cross-section can be treated as part of a uniform line.

In the dielectric the displacement is radial, \(u(r)\). Its strains are \(u'\) radially and \(u/r\) around the line, and its dilatation is \(\Delta=u'+u/r\). With the other Lamé constant \(\lambda_m\), the stresses are

\[
\sigma_{rr}=\lambda_m\Delta+2G_mu',\qquad
\sigma_{\phi\phi}=\lambda_m\Delta+2G_m\frac{u}{r}.
\]

Radial force balance gives

\[
0=\frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\phi\phi}}{r}
=\lambda_m\Delta'+2G_m\left(u''+\frac{u'}{r}-\frac{u}{r^2}\right).
\]

The bracket is \(\Delta'\), so \((\lambda_m+2G_m)\Delta'=0\) and \(\Delta\) is constant. The solutions are \(u=c_1r+c_2/r\), and the first must be absent because the displacement vanishes far away. If \(a\) is the radial strain of the line, so that \(u(R)=aR\), then

\[
u=\frac{aR^2}{r},\qquad \Delta=0,\qquad \sigma_{rr}(R)=2G_mu'(R)=-2G_ma.
\]

The dielectric is sheared without change of volume, which is why only \(G_m\) enters.

**Q:** That settles the outside. Inside, the added atoms may sit on boundaries across the line or along it. Surely the stress depends on which.

**A:** It does. Suppose the atoms produce stress-free strains \(e_r\) in both transverse directions and \(e_x\) along the line, with \(2e_r+e_x=\theta\). Elastic strain is total strain minus stress-free strain. It is \(a-e_r\) in each transverse direction and \(-e_x\) along the line. The elastic dilatation is \(2a-\theta\), and the difference between transverse and axial elastic strain is

\[
d=(a-e_r)+e_x=a-3e_r+\theta.
\]

After subtraction of the mean, the three strains are \(d/3,\ d/3,\ -2d/3\), and their squares sum to \(2d^2/3\). With \(G\) the shear modulus of the metal, the elastic energy of the line per unit volume is

\[
w_{\rm line}=\frac K2(2a-\theta)^2+\frac{2G}{3}d^2 .
\]

The dielectric has strains \(\mp aR^2/r^2\) and no dilatation, so its energy density is \(2G_ma^2R^4/r^4\). Per unit volume of line it stores

\[
\frac{1}{\pi R^2}\int_R^\infty \frac{2G_ma^2R^4}{r^4}\,2\pi r\,dr=2G_ma^2 .
\]

The total energy per line volume is therefore

\[
W=\frac K2(2a-\theta)^2+\frac{2G}{3}(a-3e_r+\theta)^2+2G_ma^2 .
\tag{2}
\]

Atoms can pass from one boundary to another within a cross-section. I assume that they do so quickly compared with transport along the line, so that \(e_r\) takes the value of lowest energy at given \(\theta\). It appears only in the middle term, which then vanishes. The line carries no shear stress, and its stress is hydrostatic.

**Q:** And the remaining strain?

**A:** Mechanical equilibrium requires \(\partial W/\partial a=0\):

\[
2K(2a-\theta)+4G_ma=0
\quad\Rightarrow\quad
\sigma=K(2a-\theta)=-2G_ma .
\]

This is also the balance of traction at the interface. The two expressions for \(\sigma\) give \(2a=-\sigma/G_m\) and \(2a-\theta=\sigma/K\). Subtracting the second from the first,

\[
\theta=-\frac{\sigma}{G_m}-\frac{\sigma}{K},
\]

and hence

\[
\sigma=-B\theta,\qquad \frac1B=\frac1K+\frac1{G_m}.
\tag{3}
\]

The added volume is taken up partly by compressing the metal and partly by widening the hole, so the two compliances add. For \(G_m\to\infty\) the rigid result \(B=K\) returns. For \(G_m\ll K\), \(B\) approaches \(G_m\), and the stiffness of the metal hardly matters.

**Q:** What if the atoms do not redistribute?

**A:** Take the case where they add equal strain in all directions, \(e_r=\theta/3\). Then \(d=a\), and the middle term of (2) becomes \(2Ga^2/3\). It combines with the last term into \(2(G_m+G/3)a^2\). The calculation is as before with \(G_m\) replaced by \(G_m+G/3\), so the modulus for the mean stress is larger. The line then carries shear, and boundaries of different orientation bear different normal stresses. One hydrostatic stress no longer describes all of them.

**Q:** Now you need a force on the atoms. Why should a uniform push on a crystal from all sides tell an atom which way to move?

**A:** Uniform stress does not. A gradient does, because the energy of adding an atom differs from place to place. Put \(2a=K\theta/(K+G_m)\) and \(2a-\theta=-G_m\theta/(K+G_m)\) into (2), with no shear:

\[
W=\frac{\theta^2}{2}\,\frac{KG_m^2+G_mK^2}{(K+G_m)^2}
=\frac{\theta^2}{2}\,\frac{KG_m}{K+G_m}=\frac B2\theta^2 .
\]

Therefore \(dW/d\theta=B\theta=-\sigma\). Consider a segment of volume \(V\). One more atom raises \(\theta\) by \(\Omega/V\) and the elastic energy \(VW\) by

\[
V\left[W\!\left(\theta+\frac{\Omega}{V}\right)-W(\theta)\right]
=-\Omega\sigma+\frac{B\Omega^2}{2V}.
\]

The last term vanishes for a segment of many atoms. With \(\mu_0\) the value in unstressed metal, the chemical potential is

\[
\mu=\mu_0-\Omega\sigma .
\tag{4}
\]

Tension makes room for an atom and lowers \(\mu\). Atoms thus drift from compression towards tension.

**Q:** A line is seldom free of stress before the current is switched on. Does (4) survive?

**A:** Yes, within linear elasticity. Let the initial stress come from a misfit volume \(\theta_i\), for instance from unequal thermal contraction. Then \(W=B(\theta_i+\theta)^2/2\) and \(\sigma=-B(\theta_i+\theta)\), so again \(dW/d\theta=-\sigma\). The initial stress shifts the starting value of \(\sigma\) and leaves the law unchanged. What (4) omits is of second order in strain, smaller than \(\Omega\sigma\) by a factor of order \(\sigma/K\).

**Q:** And the wind? Electrons are negative, currents are positive, and I expect a lost sign.

**A:** Let \(e>0\) be the elementary charge, \(j\) the conventional current density, positive along \(+x\), and \(\rho\) the resistivity. The field is \(\rho j\). The force on an atom is written

\[
F=Z^*e\rho j,
\tag{5}
\]

where the effective charge number \(Z^*\) combines the direct pull of the field with the momentum delivered by scattered electrons. When the electrons dominate, \(Z^*<0\). If \(j<0\), the electrons travel along \(+x\), and (5) gives \(F>0\): the atoms are pushed with the electrons.

**Q:** From force to flux, please, without quoting a mobility.

**A:** Let atoms hop a distance \(s\) along \(x\), at rate \(\Gamma\) each way when unbiased. The total force is \(f=F-\partial\mu/\partial x\), and a forward hop changes the energy by \(-sf\), the work of the wind included. The line under current is not in equilibrium, but I assume that detailed balance still holds for each single hop with this work included. The ratio of forward to backward rates is then \(e^{sf/kT}\). I share it equally between them, which gives \(\Gamma e^{\pm sf/2kT}\). The atoms able to cross a given plane in one hop number \(s/\Omega\) per unit area on either side, so

\[
J=\frac{s\Gamma}{\Omega}\,2\sinh\frac{sf}{2kT}
\simeq\frac{\Gamma s^2}{\Omega kT}\,f ,\qquad s|f|\ll kT .
\]

An unbiased walker makes \(2\Gamma t\) hops in time \(t\), with mean square displacement \(2\Gamma s^2t=2Dt\), so \(D=\Gamma s^2\). With (4), \(-\partial\mu/\partial x=+\Omega\,\partial\sigma/\partial x\), and

\[
J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
\tag{6}
\]

In a line with several paths, such as interface and grain boundaries, \(D\) is their average weighted by area. If \(Z^*\) differs between the paths, its average is weighted by area times diffusivity. If successive hops are correlated, \(D\) in (6) means mobility times \(kT\).

**Q:** You left out ordinary diffusion. There are more atoms per volume where \(\theta\) is larger, so they should spread even without a force.

**A:** They would in a gas. Here a larger \(\theta\) means more sites, all of them filled, and equal numbers of atoms attempt to cross a plane from each side. An added term \(-D\,\partial N/\partial x\) would equal \((D/\Omega B)\,\partial\sigma/\partial x\), which is \(kT/(B\Omega)\) times the stress term in (6). It would count a freedom of arrangement that the filled lattice does not have.

## The stress equation and a line under current

The second half uses these results. The hydrostatic stress \(\sigma\) is positive in tension, and \(\theta\) is the stress-free volume fraction of added atoms. Conservation reads \(\partial\theta/\partial t=-\Omega\,\partial J/\partial x\). Confinement gives \(\sigma=-B\theta\), apart from an initial stress, with \(1/B=1/K+1/G_m\), where \(K\) is the bulk modulus of the metal and \(G_m\) the shear modulus of the dielectric. The flux is \(J=(D/\Omega kT)(F+\Omega\,\partial\sigma/\partial x)\), with wind force \(F=Z^*e\rho j\).

**Q:** Put them together, then. Where does each sign go?

**A:** Differentiate \(\sigma=-B\theta\) in time and use conservation. The two minus signs cancel:

\[
\frac{\partial\sigma}{\partial t}=-B\frac{\partial\theta}{\partial t}=B\Omega\frac{\partial J}{\partial x}.
\]

Stress rises where the flux increases along \(x\), because more atoms leave than arrive. Insert the flux, and take \(B\) and \(T\) as uniform so that they may stand inside the derivative:

\[
\boxed{\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+\frac{Z^*e\rho j}{\Omega}\right)\right],\qquad \kappa=\frac{DB\Omega}{kT}}
\tag{7}
\]

This is the Korhonen equation. Stress diffuses with coefficient \(\kappa\), which exceeds \(D\) by the factor \(B\Omega/kT\). A stiff confinement turns a small transfer of atoms into a large restoring stress.

Atom conservation, elastic confinement and the atomic flux have now been combined into equation (7), in which stress diffuses with coefficient \(\kappa\). It remains to see how the wind term acts, to solve the equation for a line with blocked ends, and to test the assumptions on a numerical example.
